# Term energies of p² by diagonal sums, and the carbon intervals

**The question.** A carbon atom has the configuration \(1s^2 2s^2 2p^2\). In parts (a) to (e) assume a non-relativistic Hamiltonian, so that spin–orbit coupling is absent. Assume also that the closed shells stay frozen, that both p electrons have the same radial function \(R(r)\), and that no other configuration mixes in. The p orbitals are \(\varphi_m=R(r)Y_{1m}(\theta,\varphi)\) with \(m=1,0,-1\), and the spin states are \(\alpha\) and \(\beta\). Formulas are in atomic units, numerical energies in eV. The Slater integrals are

\[
F^k=\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 ,
\]

where \(r_<\) and \(r_>\) are the smaller and the larger of \(r_1,r_2\). Write \(F_0=F^0\) and \(F_2=F^2/25\).

## Part (a)

*List the determinants of \(p^2\) by \(M_L\) and \(M_S\), and find the terms.*

**Answer.** There are six spin orbitals, so there are \(\binom{6}{2}=15\) determinants. Write \((m\alpha,m'\beta)\) for the determinant with those two spin orbitals occupied. Reversing the sign of \(M_L\) or \(M_S\) gives nothing new, so non-negative values suffice:

| \(M_L\) | \(M_S=1\) | \(M_S=0\) |
|---|---|---|
| 2 | none | \((1\alpha,1\beta)\) |
| 1 | \((1\alpha,0\alpha)\) | \((1\alpha,0\beta),\ (0\alpha,1\beta)\) |
| 0 | \((1\alpha,-1\alpha)\) | \((1\alpha,-1\beta),\ (-1\alpha,1\beta),\ (0\alpha,0\beta)\) |

The largest \(M_L\) is 2 and occurs with \(M_S=0\) alone, so there is a \(^1D\) term with \(5\) states. The state with \(M_L=1,M_S=1\) requires a \(^3P\) term with \(3\times3=9\) states. Each of these terms uses one state of the block \(M_L=M_S=0\). That block has three states, so one is left over, and it is \(^1S\). The count is complete: \(9+5+1=15\).

## Part (b)

*Express the Coulomb and exchange integrals of the p orbitals in \(F_0\) and \(F_2\).*

**Answer.** The integrals are

\[
J(m,m')=\iint|\varphi_m(1)|^2\frac1{r_{12}}|\varphi_{m'}(2)|^2,\qquad
K(m,m')=\iint\varphi_m^*(1)\varphi_{m'}(1)\frac1{r_{12}}\varphi_{m'}^*(2)\varphi_m(2).
\]

Use the multipole expansion with \(C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}\):

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C_{kq}^*(1)\,C_{kq}(2).
\]

A product of two p functions has even parity and contains angular momenta up to 2, so only \(k=0\) and \(k=2\) contribute. The functions needed are

\[
Y_{10}=\sqrt{\tfrac{3}{4\pi}}\cos\theta,\quad
Y_{1,\pm1}=\mp\sqrt{\tfrac{3}{8\pi}}\sin\theta\,e^{\pm i\varphi},
\]
\[
C_{20}=\tfrac12(3\cos^2\theta-1),\quad
C_{21}=-\sqrt{\tfrac32}\sin\theta\cos\theta\,e^{i\varphi},\quad
C_{22}=\sqrt{\tfrac38}\sin^2\theta\,e^{2i\varphi}.
\]

*Coulomb integrals.* The densities do not depend on \(\varphi\), so only \(q=0\) survives. With \(u=\cos\theta\),

\[
\langle0|C_{20}|0\rangle=\tfrac34\int_{-1}^1u^2(3u^2-1)\,du=\tfrac34\left(\tfrac65-\tfrac23\right)=\tfrac25,
\]
\[
\langle\pm1|C_{20}|\pm1\rangle=\tfrac38\int_{-1}^1(1-u^2)(3u^2-1)\,du=\tfrac38\left(\tfrac83-\tfrac65-2\right)=-\tfrac15 .
\]

The \(k=0\) part gives \(F^0\), and the \(k=2\) part gives \(F^2\) times the product of two of these numbers:

\[
J(1,1)=J(1,-1)=F_0+F_2,\quad J(1,0)=F_0-2F_2,\quad J(0,0)=F_0+4F_2 .
\]

*Exchange integrals.* For \(m\neq m'\) the \(k=0\) part vanishes by orthogonality. The \(k=2\) part is \(F^2\,|\langle m|C_{2q}|m'\rangle|^2\) with \(q=m-m'\). The two elements are

\[
\langle1|C_{21}|0\rangle=\frac{3\sqrt3}{8\pi}\int\sin^2\theta\cos^2\theta\,d\Omega=\frac{3\sqrt3}{8\pi}\cdot\frac{8\pi}{15}=\frac{\sqrt3}{5},
\]
\[
\langle1|C_{22}|{-1}\rangle=-\frac{3}{8\pi}\sqrt{\tfrac38}\int\sin^4\theta\,d\Omega=-\frac{3}{8\pi}\cdot\frac{\sqrt6}{4}\cdot\frac{32\pi}{15}=-\frac{\sqrt6}{5}.
\]

Their squares are \(3/25\) and \(6/25\), so \(K(1,0)=3F_2\) and \(K(1,-1)=6F_2\).

## Part (c)

*State why diagonal sums give term energies, and find the three energies and the ratio of the two intervals.*

**Answer.** The Hamiltonian commutes with \(L_z\) and \(S_z\), so it does not connect blocks with different \((M_L,M_S)\). Inside a block, the determinants and the eigenstates are two orthonormal bases of the same space. The trace of \(H\) is the same in both. Hence the sum of the determinant energies equals the sum of the energies of the terms present in the block. If a term occurred twice, this rule would give only the sum of its two energies; here each term occurs once.

The one-electron energies are the same for all p orbitals. The closed shells are spherical and contain both spins equally, so they also add the same energy to every p electron. These constants are dropped. What remains is the repulsion between the two p electrons,

\[
E(m\sigma,m'\sigma')=J(m,m')-\delta_{\sigma\sigma'}K(m,m').
\]

The blocks with one determinant give two terms directly:

\[
E(^3P)=J(1,0)-K(1,0)=F_0-5F_2,\qquad E(^1D)=J(1,1)=F_0+F_2 .
\]

In the block \(M_L=M_S=0\) all three determinants have opposite spins, so no exchange integral enters their energies:

\[
E(^3P)+E(^1D)+E(^1S)=2J(1,-1)+J(0,0)=3F_0+6F_2 .
\]

Subtraction gives

\[
E(^1S)=(3F_0+6F_2)-(F_0-5F_2)-(F_0+F_2)=F_0+10F_2 .
\]

The intervals and their ratio are therefore

\[
E(^1D)-E(^3P)=6F_2,\qquad E(^1S)-E(^1D)=9F_2,\qquad
\frac{E(^1S)-E(^1D)}{E(^1D)-E(^3P)}=\frac32 .
\]

The integrand of \(F^2\) is nowhere negative, so \(F_2>0\) and the order is \(^3P<{}^1D<{}^1S\). The common radial function fixes the scale \(F_2\) but cancels from the ratio.

## Part (d)

*The determinant \((1\alpha,0\beta)\) has no definite total spin. How can the energy of a pure singlet be obtained from it? Is a determinant whose energy equals a term energy necessarily an eigenstate?*

**Answer.** The block \(M_L=1,M_S=0\) holds \((1\alpha,0\beta)\) and \((0\alpha,1\beta)\). Both have energy \(J(1,0)\), and they are coupled by an element of magnitude \(K(1,0)\). The eigenstates are therefore combinations with equal weights, one belonging to \(^3P\) and one to \(^1D\). Conversely, each determinant is half triplet and half singlet, so

\[
J(1,0)=\tfrac12\left[E(^3P)+E(^1D)\right]\quad\Longrightarrow\quad E(^1D)=2J(1,0)-E(^3P).
\]

This is spin purification: the triplet part is removed from the energy of the mixed determinant. Inserting the integrals gives \(2(F_0-2F_2)-(F_0-5F_2)=F_0+F_2\), as in part (c). The relation rests on equal weights and on the same orbitals in both states. If the orbitals are optimized separately for each determinant, it becomes an approximation.

The answer to the second question is no. The determinant \((1\alpha,-1\beta)\) has energy \(J(1,-1)=F_0+F_2\), the same as \(^1D\). To see that it is not an eigenstate, take the order \((1\alpha,-1\beta),(-1\alpha,1\beta),(0\alpha,0\beta)\). The first two are coupled by \(K(1,-1)=6F_2\). The first and third are coupled by

\[
\langle1,-1|r_{12}^{-1}|0,0\rangle=F^2\,\langle1|C_{2,-1}^*|0\rangle\langle-1|C_{2,-1}|0\rangle .
\]

Since \(C_{2,-1}^*=-C_{21}\), the first factor is \(-\sqrt3/5\). The second is \(+\sqrt3/5\), because both \(Y_{1,-1}\) and \(C_{2,-1}\) carry a positive sign. The element is \(-3F_2\), and by symmetry so is that between the second and third determinants. The block is

\[
H=F_0\,\mathbf 1+F_2\begin{pmatrix}1&6&-3\\6&1&-3\\-3&-3&4\end{pmatrix}.
\]

Multiplication shows that \((1,-1,0)\), \((1,1,2)\) and \((1,1,-1)\) are eigenvectors of the numerical matrix with eigenvalues \(-5\), \(1\) and \(10\). These are \(^3P\), \(^1D\) and \(^1S\), in agreement with the diagonal sums. No determinant of this block is an eigenstate.

## Part (e)

*Spherical Hartree–Fock orbitals for \(^3P\) carbon in the aug-cc-pVDZ basis give \(F^0=14.5917\) eV and \(F^2=6.5811\) eV. Evaluate the terms and intervals, and compare with the observed interval ratio of about 1.1. Could another common radial function remove the difference?*

**Answer.** First, \(F_2=6.5811/25=0.2632\) eV. The repulsion energies of the p pair are

- \(^3P\): \(14.5917-5(0.2632)=13.276\) eV,
- \(^1D\): \(14.5917+0.2632=14.855\) eV,
- \(^1S\): \(14.5917+10(0.2632)=17.224\) eV.

The intervals are \(6F_2=1.579\) eV and \(9F_2=2.369\) eV, and their ratio is 1.500. The digits belong to this basis: in aug-cc-pVQZ, \(F^0=14.652\) eV and \(F^2=6.619\) eV, and the intervals grow by about 0.01 eV to 1.589 and 2.383 eV, while the ratio stays at 1.500. This exceeds the observed ratio of about 1.1 by roughly a third of the observed ratio.

Another common radial function cannot help, because \(F_2\) cancels. For example, a much more diffuse p function has \(F_2=0.1029\) eV, and diagonalization again gives the ratio 1.5000. The diagonal sum is an identity within the assumed space of states, so the discrepancy must be sought in the assumptions. Dropping the shared orbitals does little: if the spherical 1s, 2s and 2p orbitals are optimized separately for each term, still within one configuration, the ratio falls only to 1.43 (in aug-cc-pVDZ and in aug-cc-pVTZ).

## Part (f)

*Now let \(2s^22p^2\) mix with \(2p^4\), with the orbitals kept fixed. Find the effect on each term. Use \(D=20.3593\) eV for the diagonal energy of \(2p^4\) above \(2s^22p^2\) in the \(^3P\) term, and \(K_{sp}=3.1069\) eV for the exchange integral between 2s and 2p.*

**Answer.** Use the real orbitals \(x,y,z\), and let \(h_s,h_p\) be one-electron energies in the field of the nucleus and the 1s shell. Mixing moves the pair \(s^2\) into an empty p orbital.

*The gap.* For \(^3P\) take \(s^2x\alpha y\alpha\) and \(z^2x\alpha y\alpha\). An electron interacts with a closed pair through \(2J-K\), whatever its spin. The energy difference is therefore

\[
D=2(h_p-h_s)+J_{zz}-J_{ss}+2(2J_{xz}-K_{xz})-2(2J_{sp}-K_{sp}).
\]

For \(^1D\) take the singlet formed from \(x\) and \(y\). The open pair has the same energy before and after the move, so \(D\) is the same.

For \(^1S\) the two states are

\[
\Phi_0=\frac{s^2(x^2+y^2+z^2)}{\sqrt3},\qquad \Phi_1=\frac{y^2z^2+z^2x^2+x^2y^2}{\sqrt3}.
\]

Here \(x^2\) means a doubly occupied orbital. Moving a pair from one p orbital to another has the matrix element \(K_{xy}\), and each of the three components is linked to two others. This adds \(2K_{xy}\) to both diagonal energies and cancels. What remains in \(\Phi_0\) is one p pair interacting with \(s^2\), and in \(\Phi_1\) two p pairs:

\[
E_0=2h_s+2h_p+J_{ss}+J_{xx}+4J_{sp}-2K_{sp}+2K_{xy},
\]
\[
E_1=4h_p+2J_{xx}+4J_{xy}-2K_{xy}+2K_{xy}.
\]

By rotational symmetry \(J_{xx}=J_{zz}\), \(J_{xy}=J_{xz}\) and \(K_{xy}=K_{xz}\), so \(E_1-E_0\) is again \(D\).

*The coupling.* Moving \(s^2\) into one given empty p orbital has the matrix element \(K_{sp}\). For \(^3P\) and \(^1D\) only \(z\) is empty, so \(V=K_{sp}\). For \(^1S\) each of the three components of \(\Phi_0\) reaches two components of \(\Phi_1\). All signs are positive, because operators that create electron pairs commute. Hence

\[
V=\frac1{\sqrt3}\cdot\frac1{\sqrt3}\cdot3\cdot2\,K_{sp}=2K_{sp}.
\]

*The shifts.* The lower eigenvalue of \(\begin{pmatrix}E&V\\V&E+D\end{pmatrix}\) lies at \(E+\Delta\), with

\[
\Delta=\frac D2-\sqrt{\frac{D^2}{4}+V^2}.
\]

For \(V\ll D\) this becomes \(-V^2/D\), so in leading order \(^1S\) falls four times as far as the other two terms. With the given numbers,

\[
\Delta(^3P)=\Delta(^1D)=10.180-\sqrt{103.63+9.65}=-0.464\ \text{eV},
\]
\[
\Delta(^1S)=10.180-\sqrt{103.63+38.61}=-1.747\ \text{eV}.
\]

The lower interval stays at \(6F_2=1.579\) eV. The upper one shrinks to \(2.369-1.747+0.464=1.086\) eV, and the ratio becomes \(1.086/1.579=0.688\) (0.685 in aug-cc-pVQZ, and 0.66 in aug-cc-pVDZ if the orbitals are optimized for each term). The mixing thus lowers the ratio, as needed, but carries it well past the observed value of about 1.1. Diagonalization of all states with four electrons in 2s and 2p tests these mixed energies.

## Part (g)

*A full configuration interaction calculation in the same basis, with the 1s shell frozen, gives intervals of 1.444 eV and 1.393 eV. What may be concluded about the observed ratio?*

**Answer.** The ratio is \(1.393/1.444=0.965\). The values to compare are:

| Description | Ratio |
|---|---|
| one configuration | 1.500 |
| with \(2p^4\), fixed orbitals | 0.688 |
| frozen-core full CI, this basis | 0.965 |
| observed, as given | about 1.1 |

The remaining configurations matter. Compared with the two-configuration result, they reduce the lower interval from 1.579 to 1.444 eV and raise the upper one from 1.086 to 1.393 eV. The full calculation is closer to observation than \(3/2\) is, but it lies on the other side: it is too low by roughly 0.1 to 0.2.

Configuration mixing is therefore large enough to account for a departure from \(3/2\) of the observed size, and it has the right sign. The observed value itself has not been reproduced. The calculation omits correlation of the 1s electrons, relativity and all basis functions beyond aug-cc-pVDZ, which has none with angular momentum above \(d\). The ratio 0.965 is far from converged in the basis. Adding one \(f\) shell (exponent 0.761) gives intervals of 1.344 and 1.419 eV and the ratio 1.056; the cc-pVTZ basis gives 1.337 and 1.442 eV and the ratio 1.078. The basis thus moves the ratio by about 0.1 toward the observed value, mainly through the lower interval; the basis-set limit itself has not been computed.

## Computed values

```
Carbon, aug-cc-pVDZ, spherical 3P Hartree-Fock orbitals
Hartree-Fock energy of 3P: -37.68307 hartree
F^0: 14.5917 eV
F^2: 6.5811 eV
F2 = F^2/25: 0.2632 eV
J(1,1): 14.8549 eV
J(1,-1): 14.8549 eV
J(1,0): 14.0652 eV
J(0,0): 15.6447 eV
K(1,0): 0.7897 eV
K(1,-1): 1.5795 eV
Diagonal sum, M_L=M_S=0: 45.3546 eV
p^2 repulsion energy 3P: 13.2755 eV
p^2 repulsion energy 1D: 14.8549 eV
p^2 repulsion energy 1S: 17.2241 eV
Single configuration 1D-3P: 1.5795 eV
Single configuration 1S-1D: 2.3692 eV
Single configuration ratio: 1.5000
Diffuse p function, F2: 0.1029 eV
Diffuse p function, ratio: 1.5000
Gap D between 2p^4 and 2s^2 2p^2: 20.3593 eV
Exchange integral K_sp: 3.1069 eV
Shift of 3P and of 1D by 2p^4: -0.4636 eV
Shift of 1S by 2p^4: -1.7467 eV
Two configurations 1D-3P: 1.5795 eV
Two configurations 1S-1D: 1.0861 eV
Two configurations ratio: 0.688
Orbitals in frozen-core full CI: 22
Full CI 1D-3P: 1.444 eV
Full CI 1S-1D: 1.393 eV
Full CI ratio: 0.965
Observed ratio given in the exercise: 1.13
3/2 exceeds the given ratio by: 33 percent
```
